# First-Layer Coverage by Islands That Nucleate Steadily and Spread at Constant Speed, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one burst of islands to steady nucleation

### One burst

Put $N$ point nuclei on a bare surface of area $A$ at time zero. Their positions are random, independent and uniformly distributed. Each nucleus grows into a flat disc, one layer high, whose edge moves outward at speed $v$. At time $t$ every disc has radius $vt$ and area $a=\pi v^2t^2$. The surface has no edges, or is so large that its edges do not matter. What fraction of it is covered?

Adding the areas gives $Na/A$, which counts overlaps repeatedly and eventually exceeds one. It is easier to ask whether one chosen point is still bare. That point is covered by a given disc if the centre of the disc lies within $vt$ of it, which has probability $a/A$. The $N$ centres are independent, so

$$P_{\rm bare}=\left(1-\frac{a}{A}\right)^N .$$

Let the surface grow at fixed nucleus density $n=N/A$. Then

$$\ln P_{\rm bare}=N\ln\left(1-\frac aA\right)=-N\frac aA-\frac N2\frac{a^2}{A^2}-\dots=-na-\frac{na^2}{2A}-\dots\;\longrightarrow\;-na .$$

All points are equivalent, so the probability that a point is covered is also the expected covered fraction $\theta$:

$$\theta(t)=1-e^{-\pi n v^2t^2}\qquad\text{(one burst at time zero)}.$$

Two limits test this. At early times, with $x=\pi nv^2t^2$ small, $\theta= x-x^2/2+\dots$. The first term is the sum of the disc areas. The second is the leading correction for overlap: for a large surface the expected number of pairs of discs that both cover a given point is $\tfrac12N(N-1)(a/A)^2\to x^2/2$, and each such pair has been counted once too often.

At late times the bare fraction becomes small but does not vanish at any finite time. Compare nuclei on a square lattice of spacing $b$. The point farthest from them is the centre of a cell, at distance $b/\sqrt2$, so the layer closes at $t=b/(\sqrt2\,v)$. Random positions leave some larger gaps, and these keep the expected bare fraction, $e^{-\pi nv^2t^2}$, above zero at every finite time.

### Several bursts

Now let bursts of density $n_i$ arrive at times $t_i$. For the moment nuclei may land anywhere, even on ground that is already covered. At time $t$ the discs of burst $i$ have radius $v(t-t_i)$. A point is bare if every burst has missed it. The bursts are independent, so their probabilities multiply and their exponents add:

$$P_{\rm bare}=\prod_i e^{-\pi n_iv^2(t-t_i)^2}=\exp\left[-\pi v^2\sum_i n_i(t-t_i)^2\right].$$

If all the $t_i$ are zero, this returns the first result with $n=\sum_i n_i$, as it should.

Steady nucleation at rate $J$ per unit area and time can be approached by $M$ equal bursts, each of density $Jt/M$, with ages $t-t_i=jt/M$ for $j=1,\dots,M$. The exponent is then

$$\pi v^2\,\frac{Jt}{M}\sum_{j=1}^{M}\frac{j^2t^2}{M^2}
=\pi Jv^2t^3\,\frac{M(M+1)(2M+1)}{6M^3}
=\pi Jv^2t^3\,\frac{(M+1)(2M+1)}{6M^2}.$$

For $M=1$ the last fraction is 1, because all nuclei have the full age $t$. As $M\to\infty$ it tends to $2/6=1/3$. The factor one third is the mean of the squared age, in units of $t^2$, when birth times are spread evenly.

### The cone of dangerous nuclei

The continuous case can be derived without bursts. Treat the two surface coordinates and time as a three-dimensional space. In a small cell of area $\delta A$ and duration $\delta t$ a nucleus appears with probability $J\,\delta A\,\delta t$, independently of all other cells. This defines a Poisson process of constant density $J$.

Choose a point $P$ and a time $t$. A nucleus born at time $s$ covers $P$ by time $t$ if its distance from $P$ is at most $v(t-s)$. The dangerous births therefore fill a cone with its tip at $(P,t)$ and a base of radius $vt$ at time zero. Its volume, in units of area times time, is

$$V=\int_0^t\pi v^2(t-s)^2\,ds=\pi v^2\int_0^t u^2\,du=\frac{\pi v^2t^3}{3},$$

where $u=t-s$ is the age. The substitution gives $ds=-du$, and exchanging the limits removes the minus sign. The result is one third of base times height, as for any cone.

Divide the cone into cells of volume $\delta=\delta A\,\delta t$. There are $V/\delta$ of them, and $P$ is bare if all are empty:

$$\ln P_{\rm bare}=\frac V\delta\ln(1-J\delta)=-JV-\tfrac12J^2V\delta-\dots\;\longrightarrow\;-JV\qquad(\delta\to0).$$

Define $X(t)=JV$. Then

$$X(t)=\frac{\pi Jv^2t^3}{3}=kt^3,\qquad k=\frac{\pi Jv^2}{3},\qquad \theta(t)=1-e^{-kt^3}.$$

The number $X$ has two meanings. It is the mean number of nuclei in the cone, and it is also the extended coverage, the total area of all discs per unit surface area with overlaps counted repeatedly. For small $X$ the two nearly coincide with $\theta$, which starts as $kt^3$. One power of $t$ comes from the growing number of islands and two from the growing area of each.

This is an expectation. A finite sample fluctuates about it, but less as its area $A$ increases. Two points farther apart than $2vt$ have cones that do not meet, so their fates are independent. For closer points the covariance is at most $\theta(1-\theta)$, the variance at a single point. Integrating over pairs gives

$$\operatorname{Var}(\text{covered fraction})\le\frac{\pi(2vt)^2}{A}\,\theta(1-\theta),$$

which vanishes for a large sample at fixed $t$.

### Nuclei belong on bare ground

There is a gap in the argument. A first-layer island can start on bare ground alone, whereas the Poisson process above also places nuclei on covered ground. These fictitious nuclei are called phantoms. They must be shown to do no harm.

First state how the film spreads. In a short time $dt$, every bare point within $v\,dt$ of covered ground becomes covered. A disc of radius $r$ turns into a disc of radius $r+v\,dt$, and a union of discs turns into the union of the enlarged discs. The film is therefore the union of the discs of its real nuclei, even after islands merge.

Now let a phantom be born at position $\mathbf x'$ and time $t'$. That ground is covered, so there is a real nucleus, born at $\mathbf x_0$ and $t_0$, with

$$|\mathbf x'-\mathbf x_0|\le v(t'-t_0).$$

Any point $\mathbf y$ in the phantom's disc at a later time $t$ satisfies $|\mathbf y-\mathbf x'|\le v(t-t')$. By the triangle inequality,

$$|\mathbf y-\mathbf x_0|\le|\mathbf y-\mathbf x'|+|\mathbf x'-\mathbf x_0|\le v(t-t')+v(t'-t_0)=v(t-t_0).$$

So $\mathbf y$ is already covered by the older real island. The phantom's disc stays inside that island for all later times, and removing the phantom leaves the film unchanged.

The two descriptions can now be joined. Generate the full Poisson process, go through its nuclei in order of birth, and delete each one that falls on covered ground. On bare ground the surviving nuclei appear at rate $J$, independently of the past, which is the physical process. The deletions have not changed the covered region. Hence, for an initially bare and unlimited surface with constant $J$ per bare area, constant $v$ and point-like starting islands,

$$\boxed{\;\theta(t)=1-\exp\left(-\frac{\pi Jv^2t^3}{3}\right)\;}$$

holds for the expected coverage, with overlap fully included.

### A growth law that breaks the argument

The phantom argument used the fact that old and young islands have the same edge speed at the same moment. If the common speed varies with time, $v(t)$, the distances $v(t-t')$ become integrals $\int_{t'}^{t}v(s)\,ds$. These still add up in the triangle inequality, so phantoms remain harmless.

A speed that depends on the age of the island is different. If it rises with age, older islands stay ahead and phantoms are still harmless. If it falls with age, the argument fails. Take $r=c\sqrt{\text{age}}$. Let an old island start at time zero and place a phantom at its edge at time $t'$, at distance $c\sqrt{t'}$ from its centre. At time $t$ the far side of the phantom's disc is at distance $c\sqrt{t'}+c\sqrt{t-t'}$. Squaring gives

$$c^2\left[t+2\sqrt{t'(t-t')}\right]>c^2t .$$

The phantom has outrun the old island and claims ground that is really bare. The exponential formula with all nuclei then overestimates the coverage.

The size of the error was found by simulation with $J=4.0\times10^{-4}\ \mathrm{nm^{-2}\,s^{-1}}$ and $c=50\ \mathrm{nm\,s^{-1/2}}$. At 1.0 s real nuclei alone give a coverage of 0.783. Adding the phantoms to the same runs raises it to 0.793. The error is modest here, but the formula is no longer exact.

### Counting only real nuclei

Another possible repair would be to keep the exponential but put only real nuclei into its exponent. A place is bare at time $s$ with probability $1-\theta(s)$, so the mean number of real nuclei in the cone is

$$X_{\rm r}(t)=\int_0^tJ\,[1-\theta(s)]\,\pi v^2(t-s)^2\,ds<X(t).$$

The expression $1-e^{-X_{\rm r}}$ is therefore too small. The mean $X_{\rm r}$ is correct, but the number of real nuclei in the cone does not follow a Poisson distribution, because each island prevents others from starting on its own ground. The probability of finding no real nucleus there is still $e^{-X}$: if the cone contains a phantom, it also contains the real nucleus whose island covers that phantom.

A simulation that allows nucleation on bare ground alone can distinguish the two formulas. It used $J$ as above, $v=50$ nm/s, a periodic square of side 500 nm and 600 runs.

| $t$ (s) | $X$ | $1-e^{-X}$ | simulated | $1-e^{-X_{\rm r}}$ |
|---|---|---|---|---|
| 0.4 | 0.067 | 0.065 | 0.066 | 0.065 |
| 0.6 | 0.226 | 0.202 | 0.205 | 0.200 |
| 0.8 | 0.536 | 0.415 | 0.418 | 0.407 |
| 1.0 | 1.047 | 0.649 | 0.653 | 0.632 |
| 1.2 | 1.810 | 0.836 | 0.839 | 0.813 |

The standard error of the simulated coverage is at most 0.0023. All five simulated values lie above the law, by between one and two standard errors. They come from the same runs, so they are not five independent deviations. At 1.0 s the simulation exceeds the last column by 0.021, about nine standard errors, and so rules out that formula. When phantoms were added to these runs, the recorded coverage did not change in any of them.

The law can also be written as a rate. Differentiating $\theta=1-e^{-X}$ gives

$$\frac{d\theta}{dt}=e^{-X}\frac{dX}{dt}=(1-\theta)\frac{dX}{dt}.$$

On average, a fraction $1-\theta$ of the newly added extended area falls on bare ground.

## Second half: what the law predicts, and where it gives way

The first half used a nucleation rate $J$ per bare area and time and a constant edge speed $v$. The extended coverage is $X=kt^3$ with $k=\pi Jv^2/3$, and the expected first-layer coverage is $\theta=1-e^{-X}$. Phantoms, the fictitious nuclei on covered ground, do not alter the film as long as all islands are discs that start as points and share the same edge speed at each moment. Other shapes and a finite starting size need a separate look, given below.

### A layer that takes about a second

Take slow vapour-phase epitaxy on Ge(111) at 800 K, with the round values $J=4.0\times10^{10}\ \mathrm{cm^{-2}\,s^{-1}}=4.0\times10^{-4}\ \mathrm{nm^{-2}\,s^{-1}}$ and $v=50$ nm/s. Then

$$k=\frac{\pi}{3}\,(4.0\times10^{-4})(50)^2\ \mathrm{s^{-3}}=\frac{\pi}{3}\,(1.0)\ \mathrm{s^{-3}}=1.047\ \mathrm{s^{-3}} .$$

Half the layer is filled when $e^{-kt^3}=1/2$, that is, when $kt^3=\ln2$:

$$t_{1/2}=\left(\frac{\ln 2}{k}\right)^{1/3}=\left(\frac{0.693}{1.047}\right)^{1/3}\mathrm{s}=0.87\ \mathrm{s}.$$

Because $t_{1/2}\propto J^{-1/3}v^{-2/3}$, an eightfold increase in $J$ at fixed $v$ halves the time. A doubling of $v$ at fixed $J$ multiplies it by $2^{-2/3}=0.63$.

The filling rate is $\dot\theta=3kt^2e^{-kt^3}$. Its maximum follows from

$$\frac{d\dot\theta}{dt}=\left(6kt-9k^2t^4\right)e^{-kt^3}=0\quad\Longrightarrow\quad kt^3=\frac23 .$$

At that moment $\theta=1-e^{-2/3}=0.487$. Inserting $t=(2/3k)^{1/3}$ gives

$$\dot\theta_{\max}=3k\left(\frac{2}{3k}\right)^{2/3}e^{-2/3}=3k^{1/3}\left(\frac23\right)^{2/3}e^{-2/3}=1.19\ \text{layers/s},$$

reached at 0.86 s. With a layer height of 0.329 nm, from a rounded lattice constant of 0.57 nm, this corresponds to 24 nm/min. The actual lattice constant of germanium, about 0.566 to 0.568 nm, gives 23 nm/min.

The maximum has a geometrical meaning. The film advances by $v\,dt$ along its edge, so $\dot\theta=vL$, where $L$ is the length of exposed edge per unit area. Therefore $L=\dot\theta/v=\pi Jvt^2e^{-kt^3}$. The factor $t^2$ describes new and longer edges, and the exponential describes their loss by merging. Filling is fastest when $L$ is greatest.

We have derived the coverage law $\theta=1-e^{-kt^3}$ for steady nucleation and constant edge speed, shown why phantoms leave it unchanged, and found a half-time of 0.87 s for the example. It remains to see what a measured slope reveals, how many islands form, and how the law fares with other island shapes, a finite starting size, a second layer, limited supply and the steps of a real wafer.
